# Centre-of-mass and relative motion of a two-body atom in light: a program that tests the result

```python
"""Two-body atom in a light wave: separation of centre-of-mass and relative motion.

Results under test, for nucleus (charge Z e, mass M) and electron (-e, m):
  effective dipole charge  e_eff = e mu (Z/M + 1/m),  mu = m M/(M+m)
  photon energy  hbar w = hbar w0 + hbar k.V +- (hbar k)^2/(2(M+m))
with + for absorption, - for emission, V the velocity before the event,
and hbar w0 the internal energy difference.
Model tests use hbar = e = m = 1; atomic examples use scipy constants.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

# ---------- model parameters: a light nucleus makes mass effects large ----------
m, M, Z = 1.0, 3.0, 2.0
Mt = m + M
mu = m * M / Mt
e_eff = mu * (Z / M + 1 / m)
depth, L, J = 6.0, 40.0, 80


def two_particle_states(n_total):
    """Diagonalize in separate particle momenta at total momentum 2 pi n/L."""
    K = 2 * np.pi * n_total / L
    ke = 2 * np.pi * np.arange(-J, J + 1) / L
    kn = K - ke
    transfer = ke[:, None] - ke[None, :]
    H = -depth * np.sqrt(2 * np.pi) / L * np.exp(-transfer**2 / 2)
    H += np.diag(ke**2 / (2 * m) + kn**2 / (2 * M))
    energy, vec = np.linalg.eigh(H)
    current = Z * kn / M - ke / m
    return K, energy, vec, current


# Relative motion alone, on a sinc grid in position space
dx = 0.1
x = dx * np.arange(-120, 121)
diff = np.arange(len(x))[:, None] - np.arange(len(x))[None, :]
safe = np.where(diff == 0, 1, diff)
T = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
H_rel = T / (2 * mu * dx**2) + np.diag(-depth * np.exp(-x**2 / 2))
E_rel, psi = np.linalg.eigh(H_rel)
w_rel = E_rel[1] - E_rel[0]
x10 = abs(psi[:, 1] @ (x * psi[:, 0]))

K0, E0, vec0, current0 = two_particle_states(5)
K1, E1, _, _ = two_particle_states(8)
K2, E2, _, _ = two_particle_states(2)
q = K1 - K0
V_model = K0 / Mt
absorb_lab = E1[1] - E0[0]
emit_lab = E0[1] - E2[0]
absorb_formula = w_rel + q * V_model + q**2 / (2 * Mt)
emit_formula = w_rel + q * V_model - q**2 / (2 * Mt)
assert E_rel[1] < -0.5
assert abs(absorb_lab - absorb_formula) < 1e-8
assert abs(emit_lab - emit_formula) < 1e-8
current_lab = abs(vec0[:, 1] @ (current0 * vec0[:, 0]))
current_formula = e_eff * w_rel * x10
assert abs(current_lab - current_formula) < 1e-8
assert abs(current_lab - w_rel * x10) > 0.05

# ---------- full 3D coupling, hydrogenic 1s -> 2p, by quadrature ----------
a = 1 / (mu * Z)
w_h = 3 * Z**2 * mu / 8
s, ws = np.polynomial.laguerre.laggauss(40)
ct, wt = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(16) / 16
S, C, F = np.meshgrid(s, ct, phi, indexing="ij")
r = S * a / 1.5
st = np.sqrt(1 - C**2)
X, Zc = r * st * np.cos(F), r * C
weight = (ws[:, None, None] * wt[None, :, None] * (2 * np.pi / 16)
          * r**2 * a / 1.5)
u = np.array([0.8, 0.0, 0.6])     # orientation of the 2p orbital
eps = np.array([1.0, 0.0, 0.0])   # polarization; the wave runs along z
V = np.array([2.0, 0.0, 1.0])     # initial centre-of-mass velocity
norms = 1 / np.sqrt(np.pi * a**3) / np.sqrt(32 * np.pi * a**5)
orbital_product = norms * (u[0] * X + u[2] * Zc)  # exponentials are in the weight
dipole_factor = 128 * np.sqrt(2) / 243
r_fi = dipole_factor * a * u


def full_coupling(k):
    """Matrix element of H' divided by A/c, with no expansion in k r."""
    p_x = 1j * X / (r * a)
    P_x = Mt * V[0]
    electron = np.exp(1j * k * Zc * M / Mt) * (p_x + m / Mt * P_x) / m
    nucleus = np.exp(-1j * k * Zc * m / Mt) * (-p_x + M / Mt * P_x) * Z / M
    return np.sum(weight * orbital_product * (electron - nucleus))


def moving_dipole(k):
    """e_eff r.(E + V_mean x B/c), divided by A/c, at the resonant frequency."""
    kv = np.array([0.0, 0.0, k])
    w = w_h + kv @ V + k**2 / (2 * Mt)
    V_mean = V + kv / (2 * Mt)
    field = 1j * w * eps + np.cross(V_mean, 1j * np.cross(kv, eps))
    return e_eff * (r_fi @ field)


k_big, k_small = 0.01, 0.005
err_big = abs(full_coupling(k_big) - moving_dipole(k_big))
err_small = abs(full_coupling(k_small) - moving_dipole(k_small))
without_motion = 1j * e_eff * w_h * (r_fi @ eps)
err_no_motion = abs(full_coupling(k_big) - without_motion)
assert abs(full_coupling(0.0) - without_motion) < 1e-10
assert 3.8 < err_big / err_small < 4.2
assert err_no_motion > 20 * err_big
fixed_nucleus_dipole = dipole_factor / Z * u[0]
dipole_ratio = abs(full_coupling(0.0)) / w_h / fixed_nucleus_dipole
assert abs(dipole_ratio - (1 + Z * m / M)) < 1e-10

print("MODEL (hbar = e = m = 1)")
print(f"M = {M:.1f}, Z = {Z:.0f}, mu = {mu:.4f}, e_eff = {e_eff:.4f}")
print(f"1D well: depth {depth:.1f}, shape exp(-x^2/2), w0 = {w_rel:.8f}")
print(f"initial V = {V_model:.6f}, photon wave number q = {q:.6f}")
print(f"absorption energy, two-particle: {absorb_lab:.8f}")
print(f"absorption energy, formula:      {absorb_formula:.8f}")
print(f"emission energy, two-particle:   {emit_lab:.8f}")
print(f"emission energy, formula:        {emit_formula:.8f}")
print(f"current element, two-particle:   {current_lab:.8f}")
print(f"current element, with e_eff:     {current_formula:.8f}")
print(f"current element, with bare e:    {w_rel * x10:.8f}")
print(f"3D 1s-2p: error at k = {k_big}: {err_big:.3e}")
print(f"3D 1s-2p: error at k = {k_small}: {err_small:.3e}")
print(f"ratio of these errors: {err_big / err_small:.3f}")
print(f"error at k = {k_big} without motion term: {err_no_motion:.3e}")
print(f"3D dipole / fixed-nucleus dipole: {dipole_ratio:.6f}")

# ---------- hydrogen and He+ ----------
mp.mp.dps = 40
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
MHz_per_eV = const.e / const.h / 1e6
speed = 1000.0
beta = speed / const.c
print("ATOMS, 1s-2p, nonrelativistic Coulomb model")
print(f"chosen speed along the light: {speed:.0f} m/s")
print(f"beta = V/c: {beta:.6e}")
print(f"|<2p_z|z|1s>| in units of the scaled Bohr radius: {dipole_factor:.6f}")

for name, charge, nucleus_mass in (
        ("H", 1, const.m_p),
        ("He+", 2, const.physical_constants["alpha particle mass"][0])):
    total = nucleus_mass + const.m_e
    reduced = nucleus_mass * const.m_e / total
    q_ratio = reduced * (charge / nucleus_mass + 1 / const.m_e)
    w0 = 3 * charge**2 / 8 * hartree * reduced / const.m_e
    rest = total * const.c**2 / const.e
    radius = bohr * const.m_e / reduced / charge
    ka = w0 * const.e / (const.hbar * const.c) * radius
    doppler, recoil = w0 * beta, w0**2 / (2 * rest)
    b, w0p, restp = mp.mpf(beta), mp.mpf(w0), mp.mpf(rest)
    absorb = mp.findroot(lambda w: w - w0p - b * w - w**2 / (2 * restp), w0p)
    emit = mp.findroot(lambda w: w - w0p - b * w + w**2 / (2 * restp), w0p)
    momentum = restp * b / mp.sqrt(1 - b**2)
    relativistic = mp.findroot(
        lambda w: mp.sqrt((momentum + w)**2 + (restp + w0p)**2)
        - mp.sqrt(momentum**2 + restp**2) - w, w0p)
    assert abs(absorb - w0p - doppler - recoil) < 1.1 * beta**2 * w0
    assert abs(emit - w0p - doppler + recoil) < 1.1 * beta**2 * w0
    # Products of beta and recoil limit this comparison to about one percent.
    missed = relativistic - absorb
    assert abs(missed / (-beta**2 * w0 / 2) - 1) < 0.02
    recoil_speed = w0 / rest * const.c
    print(f"{name}: nuclear/electron mass: {nucleus_mass / const.m_e:.4f}")
    print(f"{name}: e_eff/e: {q_ratio:.9f}")
    print(f"{name}: dipole / fixed-nucleus dipole: "
          f"{q_ratio * const.m_e / reduced:.9f}")
    print(f"{name}: hbar w0: {w0:.6f} eV")
    print(f"{name}: total rest energy: {rest:.6e} eV")
    print(f"{name}: k times scaled Bohr radius: {ka:.5e}")
    print(f"{name}: Doppler shift: {doppler * MHz_per_eV:.3f} MHz")
    print(f"{name}: recoil shift: {recoil * MHz_per_eV:.4f} MHz")
    print(f"{name}: recoil energy: {recoil:.5e} eV")
    print(f"{name}: absorption shift, solved: "
          f"{float(absorb - w0p) * MHz_per_eV:.4f} MHz")
    print(f"{name}: emission shift, solved: "
          f"{float(emit - w0p) * MHz_per_eV:.4f} MHz")
    print(f"{name}: absorption minus emission: "
          f"{float(absorb - emit) * MHz_per_eV:.4f} MHz")
    print(f"{name}: relativistic minus nonrelativistic: "
          f"{float(missed) * MHz_per_eV:.5f} MHz")
    print(f"{name}: recoil velocity: {recoil_speed:.4f} m/s")

print("done: every assertion held")
```

Printed output:

```
MODEL (hbar = e = m = 1)
M = 3.0, Z = 2, mu = 0.7500, e_eff = 1.2500
1D well: depth 6.0, shape exp(-x^2/2), w0 = 2.29289165
initial V = 0.196350, photon wave number q = 0.471239
absorption energy, two-particle: 2.41317745
absorption energy, formula:      2.41317745
emission energy, two-particle:   2.35766093
emission energy, formula:        2.35766093
current element, two-particle:   1.53747425
current element, with e_eff:     1.53747425
current element, with bare e:    1.22997940
3D 1s-2p: error at k = 0.01: 8.161e-06
3D 1s-2p: error at k = 0.005: 2.020e-06
ratio of these errors: 4.040
error at k = 0.01 without motion term: 7.441e-03
3D dipole / fixed-nucleus dipole: 1.666667
ATOMS, 1s-2p, nonrelativistic Coulomb model
chosen speed along the light: 1000 m/s
beta = V/c: 3.335641e-06
|<2p_z|z|1s>| in units of the scaled Bohr radius: 0.744936
H: nuclear/electron mass: 1836.1527
H: e_eff/e: 1.000000000
H: dipole / fixed-nucleus dipole: 1.000544617
H: hbar w0: 10.198715 eV
H: total rest energy: 9.387831e+08 eV
H: k times scaled Bohr radius: 2.73651e-03
H: Doppler shift: 8225.819 MHz
H: recoil shift: 13.3952 MHz
H: recoil energy: 5.53982e-08 eV
H: absorption shift, solved: 8239.2416 MHz
H: emission shift, solved: 8212.4508 MHz
H: absorption minus emission: 26.7907 MHz
H: relativistic minus nonrelativistic: -0.01381 MHz
H: recoil velocity: 3.2569 m/s
He+: nuclear/electron mass: 7294.2995
He+: e_eff/e: 1.000137075
He+: dipole / fixed-nucleus dipole: 1.000274187
He+: hbar w0: 40.811484 eV
He+: total rest energy: 3.727890e+09 eV
He+: k times scaled Bohr radius: 5.47301e-03
He+: Doppler shift: 32916.682 MHz
He+: recoil shift: 54.0164 MHz
He+: recoil energy: 2.23394e-07 eV
He+: absorption shift, solved: 32970.8088 MHz
He+: emission shift, solved: 32862.7749 MHz
He+: absorption minus emission: 108.0340 MHz
He+: relativistic minus nonrelativistic: -0.05526 MHz
He+: recoil velocity: 3.2820 m/s
done: every assertion held
```
